# Orthonormalizing Orbital Blocks with an Ultrasoft Overlap: Cost and Accuracy

Let $X$ be a block of $m$ trial orbitals with Gram matrix $G=X^\dagger SX$, where $S$ is the ultrasoft overlap operator, and let $\kappa$ be the condition number of $G$. In floating-point arithmetic with rounding unit $u$, one orthonormalization pass leaves an error $\eta=\|Q^\dagger SQ-1\|$ of order

$$
\eta\sim u\kappa\ \text{(Cholesky, Loewdin)},\qquad
\eta\sim u\sqrt{\kappa}\ \text{(modified Gram-Schmidt)} .
$$

Classical Gram-Schmidt belongs to the first group if its normalization is computed in a particular way. For $N\gg m\gg1$, with $N$ the number of basis functions, a pass costs about $Nm^2$ products for Gram-Schmidt and Cholesky and $\tfrac32Nm^2$ for Loewdin, whatever $\kappa$ is, not counting the work of applying $S$, which can be as large or larger. Conditioning raises the cost by forcing a second pass. These laws are upper estimates that a particular block need not reach; they hold up to factors that depend on the size and on the spectrum of $G$, for orbitals of comparable norm, an $S$ of moderate condition number, and $u\kappa$ (or $u\sqrt\kappa$) well below 1.

## The setting

In a plane-wave basis the overlap operator is

$$
S=1+\sum_{ij}|\beta_i\rangle q_{ij}\langle\beta_j| ,
$$

with projectors $\beta_i$ and augmentation strengths $q_{ij}$. It is assumed positive definite, so that $x^\dagger Sy$ is an inner product. An eigensolver for $H\psi=\varepsilon S\psi$ needs orbitals $Q$ that span the same space as $X$ and satisfy $Q^\dagger SQ=1$.

Let $\sigma_i$ be the singular values of $S^{1/2}X$. Since $G=(S^{1/2}X)^\dagger(S^{1/2}X)$, its eigenvalues are $\lambda_i=\sigma_i^2$. Hence $\sqrt\kappa=\sigma_{\max}/\sigma_{\min}$ is the condition number of the block itself, and $\kappa$ is its square. Forming $G$ squares the difficulty. For orbitals of comparable norm, a large $\kappa$ means that some normalized combination of them nearly cancels; very unequal norms also make $\kappa$ large without any near dependence. Matrix norms are 2-norms unless stated otherwise.

## The naive scheme and its failure

Classical Gram-Schmidt treats the columns $x_j$ in turn:

$$
r_{lj}=q_l^\dagger Sx_j\ (l<j),\qquad
v_j=x_j-\sum_{l<j}q_lr_{lj},\qquad
r_{jj}=\sqrt{v_j^\dagger Sv_j},\qquad q_j=v_j/r_{jj}.
$$

Thus $X=QR$ with $R$ upper triangular.

Three nearly parallel vectors show the trouble. Take $S=1$ and $x_j=e_0+\delta e_j$, $j=1,2,3$, with $\delta=10^{-8}$. In double precision $u=1.11\times10^{-16}$, so $\delta^2<u$ and $1+\delta^2$ is rounded to 1. Then $q_1=(1,\delta,0,0)$ and $r_{12}=r_{13}=1$. The second vector becomes

$$
v_2=(0,-\delta,\delta,0),\qquad q_2=(0,-1,1,0)/\sqrt2 .
$$

For the third, $r_{23}=q_2^\dagger x_3=0$, so

$$
v_3=(0,-\delta,0,\delta),\qquad q_3=(0,-1,0,1)/\sqrt2 ,\qquad q_2^\dagger q_3=\tfrac12 .
$$

The result is useless. Here $G$ is $\delta^2$ times the unit matrix plus a matrix of ones, with eigenvalues $3+\delta^2,\delta^2,\delta^2$. So $\kappa\approx3/\delta^2=3\times10^{16}$ and $u\kappa\approx3$.

To see the general law, ask how well $R^\dagger R$ reproduces $G$ when the $q_l$ are no longer orthogonal. For $i<j$ every term has $l\le i<j$, so $r_{lj}=q_l^\dagger Sx_j$ applies throughout:

$$
(R^\dagger R)_{ij}=\sum_{l\le i}r_{li}^*\,q_l^\dagger Sx_j
=\Big(\sum_{l\le i}q_lr_{li}\Big)^\dagger Sx_j=x_i^\dagger Sx_j=G_{ij}.
$$

Orthogonality was not used, so the off-diagonal elements are right up to local rounding. For the diagonal, collect the earlier vectors in $P=(q_1,\dots,q_{j-1})$ and put $r=P^\dagger Sx_j$. Then

$$
v_j^\dagger Sv_j=G_{jj}-2r^\dagger r+r^\dagger P^\dagger SP\,r
=G_{jj}-r^\dagger r+r^\dagger(P^\dagger SP-1)r .
$$

Adding $r^\dagger r$ gives

$$
(R^\dagger R)_{jj}=G_{jj}+r^\dagger(P^\dagger SP-1)r .
$$

Earlier loss of orthogonality feeds into the later norms, and nothing in this argument keeps that term at rounding level. The first repair is to take the diagonal from Pythagoras,

$$
r_{jj}^2=G_{jj}-\sum_{l<j}|r_{lj}|^2 ,
$$

which removes it. It needs no extra application of $S$: the single vector $Sx_j$ gives both the coefficients $r_{lj}=q_l^\dagger(Sx_j)$ and $G_{jj}=x_j^\dagger(Sx_j)$, and $Sv_j$ is no longer needed for the norm. A second application per orbital arises only if $Sq_j$ is also formed by applying $S$ to $v_j$. The repair does not rescue the three-vector example: there $r_{22}^2=1-1=0$ and the scheme breaks down.

## From Gram-Schmidt to Cholesky

With the Pythagorean diagonal, $R$ obeys the equations of the Cholesky factorization $G=R^\dagger R$. One may therefore compute $G$ for the whole block, factorize it, and solve $QR=X$ for $Q$. In exact arithmetic the result is the same $Q$, because the triangular factor with positive diagonal is unique.

Let the computed factor satisfy $R^\dagger R=G+E$. Then

$$
Q^\dagger SQ=R^{-\dagger}GR^{-1}=R^{-\dagger}(R^\dagger R-E)R^{-1}
=1-R^{-\dagger}ER^{-1}.
$$

Since $\|R^{-1}\|^2=\|R^{-1}R^{-\dagger}\|=\|(G+E)^{-1}\|$,

$$
\eta\le\frac{\|E\|}{\lambda_{\min}(G+E)} .
$$

How large is $E$? Rounding in $x_i^\dagger(Sx_j)$ is of order $u\sqrt{G_{ii}G_{jj}}$ when $S$ is of moderate condition. The factorization subtracts products $r_{li}^*r_{lj}$, whose absolute values sum to at most $\sqrt{G_{ii}G_{jj}}$ by the Cauchy-Schwarz inequality, up to rounding. So $\|E\|$ is of order $u\|G\|$ and $\eta$ of order $u\kappa$. Solving for $Q$ adds an error of order $u\|X\|\|R^{-1}\|\sim u\sqrt\kappa$, which is smaller.

When $u\kappa$ reaches 1, $E$ can be as large as $\lambda_{\min}$, and the computed Gram matrix need not be positive. In the three-vector example it consists of ones, the second pivot is $1-1=0$, and the factorization stops. Classical Gram-Schmidt with the ordinary norm ran through and returned an overlap of $\tfrac12$ without warning.

## Does Loewdin's symmetric choice help?

Loewdin orthonormalization uses $Q=XG^{-1/2}$. Consider any $T$ with $T^\dagger(G+E)T=1$ and set $Q=XT$. As before, $Q^\dagger SQ-1=-T^\dagger ET$. The condition on $T$ also gives $TT^\dagger=(G+E)^{-1}$, both for the Cholesky choice $T_C=R^{-1}$ and for the Loewdin choice $T_L=(G+E)^{-1/2}$. Therefore $W=T_C^{-1}T_L$ satisfies

$$
WW^\dagger=T_C^{-1}(T_LT_L^\dagger)T_C^{-\dagger}
=T_C^{-1}(T_CT_C^\dagger)T_C^{-\dagger}=1 .
$$

It is unitary, and $T_L^\dagger ET_L=W^\dagger(T_C^\dagger ET_C)W$. For the same $E$ the two methods lose the same amount of orthogonality. For Loewdin, $E$ collects the rounding of $G$ and the backward error of the diagonalization, both of order $u\|G\|$, which gives $\eta\sim u\kappa$. The rounding in forming $T$ and the product $XT$ is not part of $E$; it changes $Q$ by an amount of order $u\|X\|\|T\|\sim u\sqrt\kappa$, which is smaller. The bound is attained for $E=\epsilon ww^\dagger$, with $w$ the eigenvector of $\lambda_{\min}$ and $\epsilon>0$ small enough that $\lambda_{\min}+\epsilon$ stays the lowest eigenvalue: then $\eta=\epsilon/(\lambda_{\min}+\epsilon)$.

What Loewdin does offer is least change. Write $S^{1/2}X=A\Sigma V^\dagger$ (singular value decomposition) and $Y=S^{1/2}Q$ with $Y^\dagger Y=1$. Then

$$
\sum_i\|q_i-x_i\|_S^2=m+\sum_i\sigma_i^2-2\,\mathrm{Re}\,\mathrm{Tr}(Y^\dagger A\Sigma V^\dagger)
=m+\sum_i\sigma_i^2-2\sum_i\sigma_i\,\mathrm{Re}\,C_{ii},
$$

where $C=V^\dagger Y^\dagger A$. Because $\|C\|\le1$, each $\mathrm{Re}\,C_{ii}\le1$. All reach 1 for $Y=AV^\dagger$, which is $S^{1/2}XG^{-1/2}$ since $G^{-1/2}=V\Sigma^{-1}V^\dagger$. The minimum is $\sum_i(1-\sigma_i)^2$. Cholesky and Gram-Schmidt have a different merit: because $R$ is triangular, the first $k$ results span the same space as the first $k$ inputs.

Loewdin also has a weakness. Rescale the columns, $X\to XD$ with $D$ diagonal and positive. Then $G\to DGD$ and $R\to RD$, and the elementwise error estimate above scales as $E\to DED$. In $R^{-\dagger}ER^{-1}$ every $D$ cancels, so Cholesky does not suffer from bad scaling. A standard Hermitian diagonalization guarantees an error small relative to $\|G\|$ as a whole, which may be large compared with the elements belonging to small columns. The cure is to normalize the columns first.

## Avoiding the square: modified Gram-Schmidt

The factor $\kappa$ can be reduced to $\sqrt\kappa$ by measuring each coefficient on the partly reduced vector. Start with $v^{(1)}=x_j$ and for $k=1,\dots,j-1$ do

$$
r_{kj}=q_k^\dagger Sv^{(k)},\qquad v^{(k+1)}=v^{(k)}-q_kr_{kj}.
$$

Finally normalize $v^{(j)}=q_jr_{jj}$. Just after step $k$ the remaining overlap $q_k^\dagger Sv^{(k+1)}=f_{kj}$ is pure rounding, of order $u\|x_j\|_S$. The later steps subtract $q_lr_{lj}$ with $l>k$; their rounding errors and that of the final scaling, projected on $q_k$, are of the same order and are counted into $f_{kj}$ from here on. Let $M$ be the strict upper triangle of $Q^\dagger SQ$. Projecting the final vector on $q_k$ gives

$$
M_{kj}r_{jj}=f_{kj}-\sum_{k<l<j}M_{kl}r_{lj}
\quad\Longrightarrow\quad (MR)_{kj}=f_{kj}\ (k<j).
$$

Collect the $f_{kj}$ in a strictly upper triangular matrix $F$. Then $M=FR^{-1}$ and

$$
\|M\|\le\|F\|\,\|R^{-1}\|\sim u\,\sigma_{\max}/\sigma_{\min}=u\sqrt\kappa .
$$

To bound $\|R^{-1}\|$, note that $QR$ equals $X$ up to rounding of order $u\sigma_{\max}$, which leaves $\sigma_{\min}$ nearly unchanged while $u\sqrt\kappa$ is small. Then $R^{-\dagger}GR^{-1}=Q^\dagger SQ$ gives $\sigma_{\min}^2\|R^{-1}\|^2\le\|Q^\dagger SQ\|\le m$, because this positive matrix has unit diagonal and trace $m$. So $\|R^{-1}\|\le\sqrt m/\sigma_{\min}$ without assuming orthogonality. The diagonal of $Q^\dagger SQ$ is correct to order $u$, so $\eta$ is at most $2\|M\|$ plus a term of that order.

The same projection for the classical scheme, where $r_{kj}$ is measured on the full $x_j$, gives

$$
(MR)_{kj}=f_{kj}-\sum_{l<k}M_{lk}^*r_{lj}.
$$

The extra sum is the overlap of $q_k$ with the components already assigned to earlier vectors. It multiplies old errors by coefficients that may be large. The modified scheme removes those components before it measures $r_{kj}$.

In the three-vector example, subtracting $q_1$ again leaves $(0,-\delta,0,\delta)$, but now $r_{23}=\delta/\sqrt2$. Subtracting $q_2r_{23}=(0,-\delta/2,\delta/2,0)$ gives $q_3=(0,-1,-1,2)/\sqrt6$, orthogonal to $q_2$. The largest remaining overlap is $|q_1^\dagger q_2|=\delta/\sqrt2=7.1\times10^{-9}$, where the classical scheme had $0.5$.

## What a pass costs

Count products of two numbers, leaving out the $m$ applications of $S$. This omitted part is not small: with $n_\beta$ projectors stored in the plane-wave basis it takes about $2Nn_\beta m$ products, which equals $Nm^2$ for $n_\beta=m/2$ and dominates when the projectors outnumber the orbitals. The block methods can halve it, because $G$ needs only $X^\dagger X$ and the projections $\langle\beta_i|x_j\rangle$. In Gram-Schmidt, column $j$ needs $j-1$ inner products and $j-1$ subtractions of $N$ products each, then $N$ for the norm and $N$ for the scaling:

$$
\sum_{j=1}^m\big[2N(j-1)+2N\big]=Nm(m+1).
$$

For Cholesky, one triangle of $G$ takes $Nm(m+1)/2$. Solving $QR=X$ takes $N(j-1)+N$ for column $j$, again $Nm(m+1)/2$ in total. In the factorization, pivot $j$ needs $j-1$ products, and each of the $m-j$ other elements needs $j-1$ products and one scaling:

$$
\sum_{j=1}^m\big[(j-1)+(m-j)j\big]=\frac{m(m-1)}2+\frac{m(m-1)(m+1)}6=\frac{m(m-1)(m+4)}6 .
$$

Loewdin needs the triangle of $G$ and a full multiplication $XT$:

$$
\tfrac12Nm(m+1)+Nm^2=\tfrac12Nm(3m+1),
$$

plus work of order $m^3$ for diagonalizing $G$ and forming $T$. Gram-Schmidt with the ordinary norm, modified or classical, keeps to one application of $S$ per orbital by using $Sq_j$ for its coefficients, and obtains it by scaling $Sv_j$, which for $S\ne1$ adds $N$ products per column to the count above; the block methods must transform $SX$ or apply $S$ again if $SQ$ is wanted.

For $N=4000$ and $m=128$ the counts are $4000\cdot128\cdot129=66.0$ million for Gram-Schmidt, 66.4 million for Cholesky and 98.6 million for Loewdin. A Python implementation with numerical library calls, run on a random complex block with $S=1$, took 254 ms for modified and 99 ms for classical Gram-Schmidt, 42 ms for Cholesky and 44 ms for Loewdin (best of three runs, diagonalization included). The timed block methods formed $G$ as a full product, $Nm^2$ instead of $Nm(m+1)/2$, so they performed about 98.9 million (Cholesky) and 131 million (Loewdin) products; they were nevertheless faster than Gram-Schmidt. Modified Gram-Schmidt was coded as $m(m-1)/2=8128$ separate vector steps, while the block methods work with whole matrices. These timings do not separate interpreter overhead from arithmetic speed and belong to this implementation.

## The losses in a model calculation

The model is a cubic box of side 10 bohr with a 9 Ry cutoff, which gives $N=461$ plane waves. Two model atoms 4 bohr apart each carry one s and three p projectors, proportional to $e^{-|\mathbf g|^2w^2/4}$ times 1 or a component of the wave vector $\mathbf g$, with $w=1$ bohr and the phase factor of the atom's position. The projectors are normalized, with diagonal strengths $q_s=3$ and $q_p=-0.5$. The eigenvalues of $S$ run from 0.49 to 4.00.

Blocks of $m=16$ orbitals were built as $X=S^{-1/2}U\Sigma V^\dagger$, with random $U$ and $V$ having orthonormal columns, $\sigma_i$ in geometric progression, and $\mathrm{Tr}\,G=16$. The table gives $\eta$ after one pass as a geometric mean over 20 blocks, with $Q^\dagger SQ$ evaluated in extended precision. MGS and CGS denote modified and classical Gram-Schmidt, the latter with the ordinary norm.

| $\kappa$ | MGS | CGS | Cholesky | Loewdin |
|---|---|---|---|---|
| $10^4$ | 5.7e-15 | 1.1e-13 | 2.0e-13 | 4.8e-13 |
| $10^8$ | 3.8e-13 | 8.2e-10 | 1.1e-9 | 2.1e-9 |
| $10^{12}$ | 2.9e-11 | 9.5e-6 | 9.6e-6 | 1.5e-5 |

Fitting $\eta\propto\kappa^p$ from $\kappa=10^6$ to $10^{12}$ gives $p=0.47$ for MGS, 1.00 for CGS, 0.97 for Cholesky and 0.96 for Loewdin, near the derived $\tfrac12$ and 1. For this geometric spectrum the prefactors are below one: at $\kappa=10^{12}$, $u\kappa=1.1\times10^{-4}$ is about 12 times the Cholesky loss, and $u\sqrt\kappa=1.1\times10^{-10}$ about 4 times the MGS loss.

In this ensemble the ordinary norm did no visible harm: CGS with the Pythagorean diagonal (coded with coefficients from $Sq_l$, hence with two applications of $S$ per orbital) gave $7.5\times10^{-6}$ at $\kappa=10^{12}$, close to the $9.5\times10^{-6}$ of the ordinary version. The missing guarantee is a statement about what may happen, not about these blocks. Loewdin lost somewhat more than Cholesky. For equal $E$ they would agree, so their rounding errors must differ; that diagonalization is responsible is a conjecture.

The mechanisms can be seen in single blocks. For Cholesky at $\kappa=10^{10}$, inserting the computed $R$ into $R^{-\dagger}ER^{-1}$ predicts $\eta=7.78\times10^{-8}$, and the measured value agrees to these digits. For MGS at $\kappa=10^{12}$, the Frobenius norm of $M$ is $1.8\times10^{-11}$ while that of $MR$ is $4.0\times10^{-16}$: the local errors are at rounding level, and $R^{-1}$ amplifies them.

Spreading the column norms of a well-conditioned block over six decades raised $\kappa$ to $1.4\times10^{12}$. Cholesky still gave $\eta=7.6\times10^{-16}$, but Loewdin gave $7.5\times10^{-9}$. That is seven decades worse than Cholesky, though far below $u\kappa=1.5\times10^{-4}$. It is one block with one random order of the norms. The Loewdin loss depends strongly on that order and on the eigensolver: other orders can leave it near rounding level or bring it within a factor of ten of $u\kappa$, and nothing derived here keeps it below that order. Normalizing the columns first brought Loewdin to $4.6\times10^{-15}$.

The least-change property has a visible size. For a block with $\kappa=100$, the summed squared change of the orbitals was 5.5 for Loewdin and 10.1 for Cholesky, against a total squared norm of 16.

## The resulting scheme

A second pass repairs the first. If the first leaves $\eta<1$, the eigenvalues of $Q^\dagger SQ$ lie between $1-\eta$ and $1+\eta$, so the new condition number obeys

$$
\kappa'\le\frac{1+\eta}{1-\eta}.
$$

For small $\eta$ this is close to 1, and the second loss is of order $u$. At $\kappa=10^{10}$, two passes gave $5.4\times10^{-16}$ with Cholesky, $3.5\times10^{-15}$ with Loewdin and $4.6\times10^{-16}$ with MGS. What is repaired is orthogonality. Two triangular factors multiply to a triangular one, so two Cholesky passes still give the Gram-Schmidt basis. Two Hermitian factors in general do not multiply to a Hermitian one, so two Loewdin passes give a basis rotated away from $XG^{-1/2}$ by up to the order of the first loss; this rotation enters the summed squared change only at second order.

The price of conditioning is then a count of passes. For a tolerance $\tau$, one Cholesky pass suffices by the estimate up to $\kappa\approx\tau/u$, and one MGS pass up to $(\tau/u)^2$. With $\tau=10^{-10}$ these limits are about $10^6$ and $8\times10^{11}$. They are orders of magnitude only. Near them the loss may exceed $\tau$, by a factor of about ten for MGS, or for Loewdin used up to the Cholesky limit, when the block holds some hundred orbitals with clustered singular values. The loss should therefore be measured. This leads to the following procedure.

1. Normalize the columns in the $S$ metric. This protects Loewdin and makes $\kappa$ a fair measure of near dependence.
2. Apply Cholesky, or Loewdin if the normalized orbitals should change as little as possible.
3. Form $Q^\dagger SQ$ with $S$ applied afresh. Its deviation from 1 measures the loss down to rounding level. If it exceeds $\tau$, use this matrix as the Gram matrix of a second pass.
4. If the factorization fails or the first loss is not small, return to $X$ and apply modified Gram-Schmidt twice. This yields the triangular (Gram-Schmidt) basis, not the least-change one.

The last step works while $u\sqrt\kappa$ is small, even where $u\kappa$ exceeds 1. For a block with $\kappa=10^{18}$, $u\kappa$ is about 100 but $u\sqrt\kappa$ is $10^{-7}$. The first MGS pass left $2.6\times10^{-8}$ and the second $4.3\times10^{-16}$. Once $u\sqrt\kappa$ approaches 1, rounding of the stored orbitals is itself comparable with $\sigma_{\min}$. The weakest direction carries a relative uncertainty of order $u\sqrt\kappa$, up to a modest factor; when that uncertainty is no longer small, the direction is not determined by the data and should be dropped or replaced.
